How Bonding Lowers the Bethe Stopping of Protons in Hydrogen

**Problem**

A proton of kinetic energy 1 MeV crosses hydrogen gas and loses energy by exciting and ionizing electrons. The mean excitation energy is I_a = 15.0 eV for free hydrogen atoms and I_m = 19.2 eV for hydrogen molecules.

(a) Derive the leading-order Bethe formula for the electronic stopping cross section per atom.

(b) Show that bonding lowers this cross section by about 5 percent per atom at 1 MeV. Compare equal numbers of hydrogen atoms, free in one case and paired in the other.

(c) Explain why bonding acts in this direction, and judge how far the neglected effects could move the result.

The algebra uses atomic units, in which the electron mass m, the elementary charge and ħ equal 1. The stopping cross section S is the mean energy loss per unit path length divided by the number density of atoms. The proton has mass M and speed v. It is treated in the first Born approximation, without relativity, and v is taken to be large compared with the speeds of the electrons.

**Hints**

1. Write S as a sum over excited states of excitation energy times cross section. In the Born approximation each cross section is an integral over the momentum transfer q.

2. Energy conservation sets a smallest q for each excitation. It also sets an upper limit for the collisions in which an electron is struck almost as if it were free.

3. Divide the q integral at an intermediate value q₀. Use dipole matrix elements below it and a sum rule above it. The value q₀ must disappear from the answer.

4. Count electrons per atom before comparing the two gases. What can differ between them?

5. For part (c), ask where the dipole oscillator strength lies in energy. A correction that is nearly equal in both gases has little effect on their ratio.

**Solution to part (a)**

**The cross section.** Let the target have N electrons at positions r_j, ground state |0⟩ and excited states |n⟩ with excitation energies ω_n. The proton enters with wave vector K = Mv and leaves with K′. The momentum given to the target is q = K − K′. The Born cross section for exciting state n is

dσ_n/dΩ = (M²/4π²)(K′/K) |⟨n,K′|V|0,K⟩|²,

where V is the Coulomb interaction of the proton with the target. Its electronic part is −Σ_j 1/|R − r_j|, with R the proton position. Integration over R uses the Fourier transform of the Coulomb potential,

∫ exp(iq·R)/|R − r_j| d³R = (4π/q²) exp(iq·r_j).

The repulsion from the target nuclei, held at fixed positions, contains no electron coordinates. It therefore gives zero between the orthogonal states |0⟩ and |n⟩. With

F_n(q) = ⟨n| Σ_j exp(iq·r_j) |0⟩

the matrix element is −(4π/q²)F_n, and so

dσ_n/dΩ = 4M²(K′/K)|F_n|²/q⁴.

The scattering angle θ can be exchanged for q. From q² = K² + K′² − 2KK′ cos θ it follows that q dq = KK′ sin θ dθ, hence dΩ = 2π q dq/(KK′). Because K = Mv,

dσ_n = (8π/v²) |F_n|² dq/q³.

For a molecule, |F_n|² stands for its average over orientations.

**The stopping number.** Define the generalized oscillator strength per electron as

f_n(q) = 2ω_n |F_n(q)|²/(N q²).

Then ω_n|F_n|² = N q² f_n/2, and the energy-weighted cross section becomes

ω_n dσ_n = N (4π/v²) f_n(q) dq/q.

Summing over n gives the stopping cross section of the whole target. The free atom has N = 1 and belongs to one atom. The molecule has N = 2 and is shared by two atoms. In both cases there is one electron per atom, so

S = (4π/v²) L,  L = Σ_n ∫ f_n(q) dq/q.

**The limits on q.** The energy lost by the proton is

ω_n = K²/(2M) − |K − q|²/(2M) = v·q − q²/(2M).

The recoil term q²/(2M) is smaller than vq by the factor q/(2Mv). For q up to 2v this factor is at most 1/M, about 1/1836, and the term is dropped. Since v·q cannot exceed vq, an excitation is possible only if

q ≥ ω_n/v.

**Small momentum transfer.** Choose q₀ well below 1, so that exp(iq·r) changes little across the target, but well above ω_n/v for the excitations that carry most of the strength. For q < q₀ expand the exponential. The constant term vanishes by orthogonality and the linear term gives the dipole matrix element. The factor q² in |F_n|² cancels the q² in the definition of f_n, so f_n(q) tends to a finite dipole oscillator strength f_n(0). The small-q part of L is

L_small = Σ_n f_n(0) ∫ dq/q from ω_n/v to q₀
= Σ_n f_n(0) [ln(q₀v) − ln ω_n].

The mean excitation energy is defined by

ln I = Σ_n f_n(0) ln ω_n.

With Σ_n f_n(0) = 1, shown next, L_small = ln(q₀v/I).

**The sum rule.** Let A = Σ_j exp(iq·r_j), and let H be the target Hamiltonian with ground-state energy E₀. Inserting a complete set of states gives

Σ_n ω_n|⟨n|A|0⟩|² = ⟨0|A†(H − E₀)A|0⟩ = ⟨0|A†[H,A]|0⟩.

The same sum with A† in place of A is

⟨0|A(H − E₀)A†|0⟩ = −⟨0|[H,A]A†|0⟩.

The two sums are equal, because the eigenfunctions can be chosen real and then ⟨n|A†|0⟩ is the complex conjugate of ⟨n|A|0⟩. Adding them,

2 Σ_n ω_n|F_n|² = ⟨0|[A†,[H,A]]|0⟩.

The potential energy commutes with A, so only the kinetic energy contributes:

[p_j²/2, exp(iq·r_j)] = exp(iq·r_j)(q·p_j + q²/2).

The outer commutator follows from exp(iq·r_j) p_j exp(−iq·r_j) = p_j − q. For one electron it is

(q·p_j + q²/2) − (q·p_j − q² + q²/2) = q².

Terms that mix different electrons commute. The total is N q², and division by N q² gives

Σ_n f_n(q) = 1 for every q.

The sum includes the continuum. The result does not depend on whether the electron belongs to an atom or a molecule.

**Large momentum transfer.** When q is large, the struck electron takes up the momentum almost as a free particle. If its initial momentum is p, its energy gain is close to q²/2 + q·p, so the strength gathers around ω = q²/2. The condition ω ≤ qv then becomes q ≤ 2v. This is the momentum given to a resting electron in a head-on collision with a much heavier particle. At smaller q, down to q₀, the electron is not nearly free, but for large v almost all the strength lies at energies below qv and is therefore allowed. To leading order all the strength is available between q₀ and 2v, and none beyond:

L_large = ∫ dq/q from q₀ to 2v = ln(2v/q₀).

The initial momentum p blurs the upper limit. Terms linear in p average to zero, which leaves corrections of order p²/v². They belong to the shell correction, estimated in part (c).

**The sum of the two parts.**

L = ln(q₀v/I) + ln(2v/q₀) = ln(2v²/I),

S = (4π/v²) ln(2v²/I).

The dividing value q₀ has cancelled. The target enters through I alone. This I comes from the lower limits ω_n/v, that is, from distant collisions in which the electron responds as a bound charge. Close collisions contribute equally in both gases at this order.

**Solution to part (b)**

Write S_a for the free atom and S_m for one atom in the molecule. The proton speed is held fixed, so the prefactor cancels from the ratio. The fractional drop is

D = 1 − S_m/S_a
= [ln(2v²/I_a) − ln(2v²/I_m)]/ln(2v²/I_a)
= ln(I_m/I_a)/ln(2v²/I_a).

The proton energy is E = Mv²/2, so 2v² = 4E/M. In ordinary units this reads 2mv² = 4(m/M)E. For 1 MeV,

2mv² = 4 × 1 000 000 eV/1836.15 = 2178.5 eV.

The two stopping numbers are

L_a = ln(2178.5/15.0) = 4.978,
L_m = ln(2178.5/19.2) = 4.731.

Their difference is ln(19.2/15.0) = 0.2469. Therefore

D = 0.2469/4.978 = 0.0496,

or 5.0 percent. The mean excitation energy rises by 28 percent, but it stands inside a logarithm whose value is about 5. This is why so large a change in I has so small an effect on S.

For the absolute values, v = 6.327 atomic units, and the prefactor 4π/v² converts to 2.392 eV Å². Hence

S_a = 2.392 × 4.978 = 11.91 eV Å² = 1.191 × 10⁻¹⁵ eV cm²,
S_m = 2.392 × 4.731 = 11.32 eV Å² = 1.132 × 10⁻¹⁵ eV cm².

These are values per atom. A whole molecule has twice S_m. Setting that doubled value against one free atom would compare two electrons with one and hide the effect of bonding.

**Solution to part (c)**

**Why I rises.** The sum rule fixes the total dipole strength at 1 per electron, so bonding can only redistribute it in energy. The static polarizability shows the direction. In atomic units, per electron and averaged over orientation, it is

α = Σ_n f_n(0)/ω_n².

With the total strength fixed, a smaller α means that the strength lies higher in energy, as weighted by 1/ω².

For the atom, the known dipole spectrum gives α = 0.667 Å³ and I = 14.99 eV. For the molecule, the singlet states were computed by full configuration interaction, which treats the correlation of the two electrons completely within a chosen basis. The basis had seven s and seven p Gaussian exponents on each atom and no d functions. The nuclei were fixed 0.741 Å apart. This gives α = 0.383 Å³ per atom. The characteristic energy α^(−1/2) therefore rises by the factor

(0.667/0.383)^(1/2) = 1.32,

close to the ratio 19.2/15.0 = 1.28 of the given mean excitation energies. Electrons in the molecule are harder to excite by the slowly varying field of a distant proton, and this reduces the energy they take up.

The same calculation gives I_m = 19.77 eV, which is 3 percent above the given value. With the atomic value 14.99 eV it leads to D = 5.6 percent. In the same type of basis the atom comes out at 14.98 eV, so the basis serves the atom well. For the molecule, adding four d exponents on each atom lowers I_m by 0.15 eV, to 19.62 eV, and D to 5.4 percent; α rises by about 0.002 Å³. The bond length matters more. Stretching the bond to 0.767 Å, about its average in the vibrational ground state, lowers I_m by 0.4 eV in the basis without d functions. Averaging ln I over the spread of the bond length, about 0.09 Å, instead of using the mean length alone, reduces this shift to about 0.35 eV. If the two shifts add, they account for about 0.5 eV of the 0.57 eV excess over 19.2 eV. The calculation supports the direction and rough size of the effect. It is not accurate enough to replace the given 19.2 eV.

**Shell correction.** The electrons are not at rest, as the limit v → ∞ assumes. For the hydrogen atom the f_n(q) are known in closed form, and the full Born integral for L can be evaluated by numerical quadrature. At 1 MeV it lies 0.027 below the logarithm taken with the same atomic I. At 4 MeV, where v² is four times larger, the difference is 0.0065, about a quarter. This fits a correction proportional to 1/v².

For the molecule the shift was estimated, not computed. It was scaled by the mean squared momentum per electron, which is 1.170 atomic units in the molecule and 0.998 in the atom in the calculations above. These are finite-basis values. The exact atomic value is 1, and bases with d functions raise the molecular value to between 1.172 and 1.174, so the ratio stays near 1.17. The molecular shift is then −0.032, and D becomes 5.1 percent.

**Bloch correction.** This takes close collisions beyond the first Born approximation. For a proton the standard expression is

ΔL = −(1/v²) Σ_j 1/[j(j² + 1/v²)],  j = 1, 2, 3, …

It equals −0.029 at 1 MeV. It does not contain I and is the same for both gases, so D moves only to 4.99 percent.

**Relativity.** With β the speed relative to light and γ = (1 − β²)^(−1/2), the stopping number becomes ln(2v²γ²/I) − β², and v is found from the relativistic kinetic energy. The atomic cross section changes by 0.13 percent, and D remains 4.96 percent.

**Barkas correction.** Electrons begin to move towards the proton during the collision, which adds a term to L that is odd in the projectile charge. Its scale is IL/v³ in atomic units. A numerical factor of 5 was assumed here to obtain a size. This gives 0.054 for the atom and 0.066 for the molecule, and lowers D to 4.7 percent. It is an order-of-magnitude estimate, not a calculated correction; a factor of 10 instead of 5 would give 4.4 percent.

Taken together, these four shifts give D = 4.8 percent. The input I_m matters too: raising it by 0.1 eV alone changes D from 4.96 to 5.06 percent. "About 5 percent" is therefore a fair statement, while the decimals in 4.96 describe the formula and not the gas.

**Setting in practice.** Protons of roughly 1 MeV are used to analyse deposited films. They are far more energetic than the ions that usually sputter or etch a surface, whose energies run roughly from tens of eV to some keV. The present result must not be carried down to those energies. A proton has v = 1 atomic unit near 25 keV, where it is no faster than a typical hydrogen electron; the expansion in 1/v then fails, and the proton can also capture electrons. Nor does the number apply directly to hydrogen in a solid film. There the hydrogen is bonded to other elements, and its share of the stopping needs a mean excitation energy suited to that bonding. If the effective value were still 15.0 eV, for example, the 5 percent reduction would vanish. The useful lesson for film analysis is that the free-atom stopping cross section of hydrogen can be wrong by a few percent when the hydrogen is bonded, as it is here for the molecule.

**Variation 1: other proton energies**

How does D change at 0.5 MeV and at 4 MeV, with both values of I held fixed?

The numerator ln(I_m/I_a) does not depend on energy. The denominator changes by the logarithm of the energy ratio:

0.5 MeV: L_a = 4.978 − ln 2 = 4.285, D = 0.2469/4.285 = 5.8 percent.
4 MeV: L_a = 4.978 + ln 4 = 6.36, D = 0.2469/6.36 = 3.9 percent.

The drop fades slowly. To halve its 1 MeV value, L_a would have to double, which requires the energy to grow by the factor 2178.5/15.0 = 145. At 145 MeV the kinetic energy is about 15 percent of the proton's rest energy, so the nonrelativistic formula no longer suffices. Within its range of validity, the formula thus predicts a bonding effect that decreases with energy but does not quickly become negligible.

The absolute difference falls faster. It is

S_a − S_m = (4π/v²) ln(I_m/I_a),

which is inversely proportional to E. At 1 MeV it is 2.392 × 0.2469 = 0.59 eV Å² per atom, and at 4 MeV a quarter of this.

**Variation 2: a partly dissociated gas**

In a discharge some of the molecules are split. Let a fraction x of all hydrogen atoms be free and the rest be bound in molecules. Neglect ionization and electronic excitation of the gas. What is the mean stopping per atom at 1 MeV?

In a dilute gas the proton meets atoms and molecules one at a time, so their contributions add:

S(x) = x S_a + (1 − x) S_m.

Using S_m = (1 − D)S_a,

S(x) = S_a[x + (1 − x)(1 − D)] = S_a[1 − (1 − x)D].

The reduction relative to a fully atomic gas is (1 − x)D. For x = 1/2 it is 2.5 percent.

The mixture can also be given one effective mean excitation energy. Since S is linear in ln I at fixed v,

ln I_eff = x ln I_a + (1 − x) ln I_m.

For x = 1/2 this is the geometric mean, I_eff = (15.0 × 19.2)^(1/2) = 17.0 eV. The arithmetic mean, 17.1 eV, is close here because the two values are not far apart, but it is the logarithms that average.

Dissociation at fixed gas pressure and temperature also changes the number of atoms per unit volume. The energy loss per unit path then changes for that reason too, and by much more than 5 percent when dissociation is strong. The comparison above holds the number of atoms crossed fixed, which isolates the effect of bonding.
